# The LDA exchange-correlation stress from straining a periodic cell

## Result

For a periodic cell of volume $\Omega$ treated in the spin-unpolarized local density approximation (LDA), the exchange-correlation contribution to the stress is

$$
\sigma^{xc}_{ab}=\frac{\delta_{ab}}{\Omega}\left(E_{xc}-\int_\Omega n\,v_{xc}\,d^3r\right). \tag{1}
$$

Here $n(\mathbf r)$ is the electron density, $\varepsilon_{xc}(n)$ the exchange-correlation energy per electron of a uniform gas, and

$$
E_{xc}=\int_\Omega n\,\varepsilon_{xc}(n)\,d^3r,\qquad
v_{xc}=\frac{d(n\varepsilon_{xc})}{dn}=\varepsilon_{xc}+n\frac{d\varepsilon_{xc}}{dn}. \tag{2}
$$

On $M$ equally weighted grid points at fixed fractional coordinates, the expression to implement is

$$
\sigma^{xc}_{ab}=\frac{\delta_{ab}}{M}\sum_{i=1}^{M} n_i\left[\varepsilon_{xc}(n_i)-v_{xc}(n_i)\right]. \tag{3}
$$

Equation (1) is one term of the total stress. It is the derivative of $E_{xc}$ with the density carried along by the strain at fixed electron number. It is not the derivative of $E_{xc}$ along a sequence of relaxed ground states.

## Conventions

A homogeneous strain $\eta_{ab}$ moves every point, including lattice vectors and nuclei, according to

$$
\mathbf r'=F\mathbf r,\qquad F=1+\eta,\qquad J=\det F,\qquad \Omega'=J\Omega .
$$

The stress is

$$
\sigma_{ab}=\frac1\Omega\left.\frac{\partial E}{\partial\eta_{ab}}\right|_{\eta=0}. \tag{4}
$$

A positive diagonal element means that stretching costs energy, which is a tension. The pressure is $-\tfrac13\sum_a\sigma_{aa}$. A code that defines stress with the opposite sign must reverse (1) as well. The nine $\eta_{ab}$ are varied independently, so no factors of two arise in shear. Hartree atomic units are used.

## Why the density may be carried along

Let $\psi'_i$ be the orbitals of the strained cell. Describe them by functions on the unstrained cell,

$$
\chi_i(\mathbf r)=J^{1/2}\psi'_i(F\mathbf r).
$$

Since $d^3r'=J\,d^3r$, overlaps are preserved:

$$
\int_{\Omega'}\psi_i'^*\psi'_j\,d^3r'
=\int_\Omega J^{-1}\chi_i^*\chi_j\,J\,d^3r
=\int_\Omega\chi_i^*\chi_j\,d^3r .
$$

The orthonormality condition therefore does not contain the strain. The energy is a function $E(\eta,\{\chi_i\})$, and its derivative along the relaxed ground states has an explicit part and a part from the change of the orbitals. With fixed occupations $f_i$ and the Kohn–Sham equation $h\chi_i=\lambda_i\chi_i$ at $\eta=0$, the second part is

$$
\sum_i f_i\left[\left\langle\frac{\partial\chi_i}{\partial\eta_{ab}}\middle|h\middle|\chi_i\right\rangle+\text{c.c.}\right]
=\sum_i f_i\lambda_i\frac{\partial}{\partial\eta_{ab}}\langle\chi_i|\chi_i\rangle=0,
$$

because the norm stays equal to one. The total stress is thus the explicit derivative at fixed $\chi_i$, and it can be taken term by term.

In a finite basis the same argument holds if the basis functions are carried along with the cell. Then $\partial\chi_i/\partial\eta_{ab}$ lies in the space in which the Kohn–Sham equation has been solved. Plane waves with a fixed set of integer labels satisfy this condition. If the set changes with strain, as it can at a fixed energy cutoff, an incomplete basis introduces a further change of energy.

At fixed $\chi_i$ the density obeys

$$
n'(F\mathbf r)=\sum_i f_i|\psi'_i(F\mathbf r)|^2=\frac{n(\mathbf r)}{J}, \tag{5}
$$

and its integral over $\Omega'$ is still the electron number $N$.

## Derivation

Insert (5) into the energy of the strained cell and change variables to $\mathbf r$:

$$
E_{xc}(\eta)=\int_{\Omega'}n'\varepsilon_{xc}(n')\,d^3r'
=\int_\Omega J\,\frac nJ\,\varepsilon_{xc}\!\left(\frac nJ\right)d^3r
=\int_\Omega n\,\varepsilon_{xc}\!\left(\frac nJ\right)d^3r. \tag{6}
$$

The volume factor and the density prefactor cancel. The strain remains in the argument of $\varepsilon_{xc}$, and there it enters through $J$ alone.

In the expansion of $\det(1+\eta)$, every product other than that of the three diagonal elements contains at least two off-diagonal factors and is of second order or higher. Hence

$$
J=(1+\eta_{xx})(1+\eta_{yy})(1+\eta_{zz})+O(\eta^2)
=1+\sum_a\eta_{aa}+O(\eta^2),
\qquad \left.\frac{\partial J}{\partial\eta_{ab}}\right|_0=\delta_{ab}.
$$

The argument in (6) then changes as

$$
\left.\frac{\partial}{\partial\eta_{ab}}\frac nJ\right|_0
=-\left.\frac{n}{J^2}\frac{\partial J}{\partial\eta_{ab}}\right|_0=-n\,\delta_{ab},
$$

and the chain rule gives

$$
\left.\frac{\partial E_{xc}}{\partial\eta_{ab}}\right|_0
=-\delta_{ab}\int_\Omega n^2\frac{d\varepsilon_{xc}}{dn}\,d^3r. \tag{7}
$$

Multiplying the second relation in (2) by $n$ yields

$$
n^2\frac{d\varepsilon_{xc}}{dn}=n v_{xc}-n\varepsilon_{xc}.
$$

Substitution into (7) and division by $\Omega$ give (1).

The grid formula follows in the same way. The discrete energy of the strained cell is

$$
\frac{J\Omega}{M}\sum_i\frac{n_i}{J}\varepsilon_{xc}\!\left(\frac{n_i}{J}\right)
=\frac{\Omega}{M}\sum_i n_i\,\varepsilon_{xc}\!\left(\frac{n_i}{J}\right),
$$

whose derivative, divided by $\Omega$, is (3). Equation (3) is therefore the derivative of the discrete energy itself, whatever the quadrature error of that energy. For the stationarity argument to apply to the discrete energy too, the matrix elements of $v_{xc}$ must be evaluated on the same grid.

## Meaning of the two terms

Suppose the values of $n$ were held fixed while the cell grew. The energy would be $J E_{xc}$ and its derivative $\delta_{ab}E_{xc}$, but the electron number would grow to $JN$. Diluting the density by the same factor everywhere, as in (5), restores $N$. To first order this is a density change $\delta n=-n\sum_a\eta_{aa}$, which changes the energy by

$$
\int_\Omega v_{xc}\,\delta n\,d^3r=-\sum_a\eta_{aa}\int_\Omega n v_{xc}\,d^3r .
$$

Its strain derivative, divided by $\Omega$, is the second term of (1).

The two terms can be seen in a localized two-electron Gaussian density with covariance matrix

$$
\begin{pmatrix}1.5&0.4&0.2\\0.4&1.0&-0.3\\0.2&-0.3&2.0\end{pmatrix}\ \text{bohr}^2 .
$$

Its LDA exchange-correlation energy is $-0.498821$ hartree and $\int n v_{xc}\,d^3r=-0.650121$ hartree. The formula gives

$$
-0.498821+0.650121=0.151300\ \text{hartree}
$$

for each diagonal derivative. Numerical differentiation on a grid that does not move with the strain gives the same value at fixed $N$. At fixed density values it gives $-0.498821$ hartree, which has the opposite sign.

For exchange alone, $\varepsilon_x=-\tfrac34(3n/\pi)^{1/3}$ is proportional to $n^{1/3}$. Therefore $n\,d\varepsilon_x/dn=\varepsilon_x/3$, and (7) becomes

$$
\sigma^x_{ab}=-\delta_{ab}\frac{E_x}{3\Omega}. \tag{8}
$$

As $E_x<0$, this is a tension: expansion dilutes the electrons and makes the exchange energy less negative.

## Worked example

The correlation energy used here is the Perdew–Wang parametrization for the unpolarized gas. With $r_s=(3/4\pi n)^{1/3}$ it reads

$$
\varepsilon_c=-2A(1+\alpha r_s)\ln\!\left[1+\frac{1}{2A(\beta_1r_s^{1/2}+\beta_2r_s+\beta_3r_s^{3/2}+\beta_4r_s^2)}\right],
$$

where $A=0.031091$, $\alpha=0.21370$ and $(\beta_1,\beta_2,\beta_3,\beta_4)=(7.5957,\,3.5876,\,1.6382,\,0.49294)$. Because $n\,dr_s/dn=-r_s/3$, its potential is $v_c=\varepsilon_c-(r_s/3)\,d\varepsilon_c/dr_s$.

The model cell has lattice vectors $(6,0,0)$, $(1,7,0)$ and $(0,1,8)$ bohr, so $\Omega=6\cdot7\cdot8=336$ bohr³. Two electrons occupy one orbital at the $\Gamma$ point in the external potential $-V_0\sum_i\cos 2\pi s_i$, with fractional coordinates $s_i$ and $V_0=0.4$ hartree.

**Uniform gas.** At the mean density $\bar n=2/336=5.952\times10^{-3}$ bohr⁻³, $r_s=3.423$ bohr. The functional gives $\varepsilon_{xc}=-0.168413$ and $v_{xc}=-0.218930$ hartree, and

$$
\sigma^{xc}=\bar n(\varepsilon_{xc}-v_{xc})
=5.952\times10^{-3}\times0.050517
=3.007\times10^{-4}\ \text{hartree/bohr}^3,
$$

or 8.85 GPa.

**Self-consistent density.** The energies are $E_x=-0.396584$ and $E_c=-0.081984$ hartree, and the sum of the unrounded values is $E_{xc}=-0.478567$ hartree. With $\int n v_{xc}\,d^3r=-0.623561$ hartree,

$$
\sigma^{xc}=\frac{-0.478567+0.623561}{336}
=4.315\times10^{-4}\ \text{hartree/bohr}^3,
$$

or 12.70 GPa. Equation (8) supplies $0.396584/(3\cdot336)=3.934\times10^{-4}$ hartree/bohr³ of this.

The exchange part cannot be smaller than in the uniform gas of equal mean density: by (8) it is proportional to the cell average of $n^{4/3}$, a convex function of $n$. Reducing the plane-wave labels from $-3,\dots,3$ to $-2,\dots,2$ along each axis changes $\sigma^{xc}$ by less than 0.01% of its value.

## Check inside the total stress

To isolate the exchange-correlation term from total energies, the other explicit derivatives are needed. Plane-wave vectors transform as $\mathbf G'=F^{-T}\mathbf G$, which keeps $\mathbf G'\cdot\mathbf r'=\mathbf G\cdot\mathbf r$. To first order $\mathbf G'=\mathbf G-\eta^T\mathbf G$, so

$$
\frac{\partial|\mathbf G'|^2}{\partial\eta_{ab}}=-2G_aG_b .
$$

For two electrons in an orbital with coefficients $c_{\mathbf G}$, the kinetic energy is $T=\sum_{\mathbf G}|c_{\mathbf G}|^2G^2$ and

$$
\frac{\partial T}{\partial\eta_{ab}}=-2\sum_{\mathbf G}|c_{\mathbf G}|^2G_aG_b .
$$

The Fourier integrals $N_{\mathbf G}=\int_\Omega n\,e^{-i\mathbf G\cdot\mathbf r}d^3r$ are unchanged by the strain, by (5). With the $\mathbf G=0$ term omitted, as for a neutralizing uniform background, the Hartree energy and its derivative are

$$
E_H=\frac{2\pi}{\Omega}\sum_{\mathbf G\ne0}\frac{|N_{\mathbf G}|^2}{G^2},\qquad
\frac{\partial E_H}{\partial\eta_{ab}}=-\delta_{ab}E_H+\frac{4\pi}{\Omega}\sum_{\mathbf G\ne0}|N_{\mathbf G}|^2\frac{G_aG_b}{G^4}.
$$

The first term comes from $1/\Omega'$, the second from $1/|\mathbf G'|^2$. The external potential is fixed in fractional coordinates, so $\int nV\,d^3r$ has no explicit strain derivative.

The total derivatives below are finite differences between strained cells, each solved again to self-consistency. The remainder is the total minus the kinetic and Hartree columns. All entries are in hartree.

| | total | kinetic | Hartree | remainder |
|---|---:|---:|---:|---:|
| xx | −0.284505 | −0.299873 | −0.129625 | 0.144993 |
| yy | −0.228268 | −0.295178 | −0.078084 | 0.144993 |
| zz | −0.146175 | −0.268013 | −0.023155 | 0.144993 |
| xy | 0.025414 | 0.034174 | −0.008760 | 0.000000 |

The remainder agrees with $E_{xc}-\int n v_{xc}\,d^3r=0.144993$ hartree on the diagonal and vanishes in shear, although the total stress is anisotropic. The $xz$ and $yz$ remainders vanish to the same accuracy.

Differentiating the relaxed $E_{xc}$ by itself gives different numbers: 0.034705, 0.045351 and 0.061334 hartree for $xx$, $yy$ and $zz$, and 0.003994 hartree for $xy$. To see why, let $\tilde n(\mathbf r)=J n'(F\mathbf r)$ be the relaxed density referred to the unstrained cell. Then

$$
\left.\frac{dE_{xc}}{d\eta_{ab}}\right|_{\text{relaxed}}
=\Omega\sigma^{xc}_{ab}+\int_\Omega v_{xc}\frac{\partial\tilde n}{\partial\eta_{ab}}\,d^3r .
$$

The last integral is $0.034705-0.144993=-0.110288$ hartree for $xx$. It is cancelled by the relaxation terms of the other energies, as the stationarity argument requires. A finite-difference test can therefore compare the full stress with the total energy of relaxed orbitals, or the exchange-correlation term (1) with $E_{xc}$ when the density is carried along by (5).

## Where the formula must be changed

**Spin polarization.** If $E_{xc}=\int g(n_\uparrow,n_\downarrow)\,d^3r$ and both spin densities are carried along, the strained energy is $\int J g(n_\uparrow/J,n_\downarrow/J)\,d^3r$. Differentiation replaces $\int n v_{xc}\,d^3r$ in (1) by $\sum_s\int n_s v_{xc,s}\,d^3r$, with $v_{xc,s}=\partial g/\partial n_s$. The stress remains isotropic.

**Rigid core density.** Some pseudopotential methods evaluate $E_{xc}$ with $n=n_v+n_c$, where $n_c$ is a sum of spherical densities $n_I$ that follow their nuclei without being deformed. Seen from the unstrained cell, each becomes $n_I(|F(\mathbf r-\mathbf R_I)|)$, whose derivative with respect to $\eta_{ab}$ is $(r-R_I)_b\,\partial_a n_I$. The valence density still scales as $1/J$. Thus

$$
\Omega\sigma^{xc}_{ab}=\delta_{ab}\left(E_{xc}-\int_\Omega n_v v_{xc}\,d^3r\right)
+\int_\Omega v_{xc}\sum_I(r-R_I)_b\,\partial_a n_I\,d^3r,
$$

where $E_{xc}$ and $v_{xc}$ use the full $n$ and the sum includes periodic images. The last term need not be isotropic.

**Gradient functionals.** Let $E_{xc}=\int f(n,s)\,d^3r$ with $s=|\nabla n|^2$. Gradients transform with $F^{-T}$, so that

$$
s'=J^{-2}\,\nabla n\cdot F^{-1}F^{-T}\nabla n,\qquad
\left.\frac{\partial s'}{\partial\eta_{ab}}\right|_0=-2\delta_{ab}s-2\,\partial_a n\,\partial_b n .
$$

The second part adds $-2\int(\partial f/\partial s)\,\partial_a n\,\partial_b n\,d^3r$ to $\Omega\sigma^{xc}_{ab}$, which depends on direction. For the Gaussian density above, the PBE functional gives diagonal derivatives of 0.160230, 0.165537 and 0.157207 hartree and an $xy$ derivative of $-0.004341$ hartree. The LDA shear derivatives of the same density vanish to the printed precision.

The spin-polarized, rigid-core and gradient expressions are derived here but are not covered by the numerical check, which tests (1) for the two densities used above. For PBE the check confirms only that the finite-difference $xy$ derivative is nonzero and that the diagonal derivatives differ.

## Values computed for the example and the checks

```
largest deviation from libxc: 4.4e-16 hartree
GAUSSIAN DENSITY, slopes dE_xc/dstrain in hartree
electron number after 5% xx strain: 2.000000
E_xc (LDA): -0.498821 hartree
integral n v_xc: -0.650121 hartree
formula E_xc - integral n v_xc: 0.151300 hartree
xx: LDA fixed N 0.151300, LDA fixed n -0.498821, PBE 0.160230
yy: LDA fixed N 0.151300, LDA fixed n -0.498821, PBE 0.165537
zz: LDA fixed N 0.151300, LDA fixed n -0.498821, PBE 0.157207
xy: LDA fixed N -0.000000, LDA fixed n -0.000000, PBE -0.004341
xz: LDA fixed N -0.000000, LDA fixed n -0.000000, PBE -0.001647
yz: LDA fixed N 0.000000, LDA fixed n 0.000000, PBE 0.002709
PERIODIC MODEL CELL
V0: 0.4 hartree; electrons: 2
volume: 336.0 bohr^3
density min, max: 0.000010, 0.076252 bohr^-3
kinetic energy: 0.431532 hartree
Hartree energy: 0.230865 hartree
external energy: -1.307152 hartree
total energy: -1.123322 hartree
E_x: -0.396584 hartree
E_c: -0.081984 hartree
E_xc: -0.478567 hartree
integral n v_xc: -0.623561 hartree
formula E_xc - integral n v_xc: 0.144993 hartree
sigma_xc: 4.315280e-04 hartree/bohr^3
sigma_xc: 12.696 GPa
exchange part -E_x/(3 volume): 3.934362e-04 hartree/bohr^3
sigma_xc, smaller basis: 4.314995e-04 hartree/bohr^3
sigma_xc, finer grid: 4.315280e-04 hartree/bohr^3
strain slopes in hartree: total, kinetic, Hartree, remainder
xx: -0.284505, -0.299873, -0.129625, 0.144993
yy: -0.228268, -0.295178, -0.078084, 0.144993
zz: -0.146175, -0.268013, -0.023155, 0.144993
xy: 0.025414, 0.034174, -0.008760, -0.000000
xz: -0.002874, -0.003525, 0.000651, 0.000000
yz: 0.018230, 0.029421, -0.011192, 0.000000
slope of E_xc alone with relaxed density, hartree
xx: 0.034705
yy: 0.045351
zz: 0.061334
xy: 0.003994
xz: -0.000285
yz: 0.003255
UNIFORM GAS AT THE SAME MEAN DENSITY
mean density: 5.952381e-03 bohr^-3
r_s: 3.4230 bohr
eps_xc: -0.168413 hartree; v_xc: -0.218930 hartree
sigma_xc: 3.006974e-04 hartree/bohr^3
sigma_xc: 8.847 GPa
```
